\section*{Ultrasoft eigenvalue error as a function of the projector residual}

\section*{Problem}

An ultrasoft pseudopotential is built at a few reference energies and then used in another environment. The all-electron state $\psi$ inside the sphere $r<r_c$ is then no longer a combination of the partial waves. Let $\rho=(1-P)\psi$ be the part that is missed.

(a) Is the eigenvalue error bounded by a constant times $\|\rho\|$, or by a constant times $\|\rho\|^2$?
(b) What changes if the augmentation charge is left out?
(c) Test the orders on a square well.

\paragraph{Setting.} Atomic units are used in the algebra. We treat one $s$ channel with real functions $u(r)=r\times$(orbital), zero at $r=0$, so that $T=-\tfrac12 d^2/dr^2$. Brackets $\langle f|g\rangle=\int_0^{r_c}fg\,dr$ and norms refer to the sphere unless marked ``all''. The potential is fixed, without self-consistent screening, and a distant hard wall makes the spectrum discrete. Inside the sphere
\[
h=T+V,\qquad h\phi_j=\varepsilon_j\phi_j ,
\]
with a fixed, finite number of linearly independent $\phi_j$. The smooth $\tilde\phi_j$ has the value and slope of $\phi_j$ at $r_c$. The local pseudopotential $V_{\rm loc}$ equals $V$ outside, and $U=V-V_{\rm loc}$ is bounded, $|U|\le U_0$; this assumption excludes the Coulomb singularity of a point nucleus. Define
\begin{align*}
\chi_j&=(\varepsilon_j-T-V_{\rm loc})\tilde\phi_j, & B_{ij}&=\langle\tilde\phi_i|\chi_j\rangle, & \beta_i&=\sum_j\chi_j(B^{-1})_{ji},\\
Q_{ij}&=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle, & D_{ij}&=B_{ij}+\varepsilon_jQ_{ij}. &&
\end{align*}
The pseudo problem is $Hv=\tilde E Sv$, where
\[
H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\qquad S=1+\sum_{ij}|\beta_i\rangle Q_{ij}\langle\beta_j| .
\]
We assume that $B$ is invertible, that $S$ is positive, with lowest eigenvalue $s>0$, and that $M_{ij}=\langle\beta_i|\phi_j\rangle$ is invertible. Then $P=\sum_{ij}|\phi_i\rangle(M^{-1})_{ij}\langle\beta_j|$ is a projector onto the $\phi_j$. The all-electron state has energy $E$ and $\langle\psi|\psi\rangle_{\rm all}=1$.

\section*{Solution}

\subsection*{Properties of the projectors}

The definitions give
\[
\langle\beta_i|\tilde\phi_k\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ik},\qquad \sum_i\beta_iB_{ij}=\chi_j .
\]
Integration by parts gives, for functions that vanish at the origin,
\begin{equation}
\langle f|Tg\rangle-\langle Tf|g\rangle=-\tfrac12\,(fg'-f'g)\big|_{r_c}.\label{green}
\end{equation}
Let $W_{ij}$ be this boundary term for $\phi_i,\phi_j$. It is the same for $\tilde\phi_i,\tilde\phi_j$. Hence
\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle-W_{ij},\qquad
0=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle-W_{ij}.
\]
Subtraction gives $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)Q_{ij}$, so $D$ is symmetric and $H$ is Hermitian.

\subsection*{Trial function and its defect}

Let $a=M^{-1}\langle\beta|\psi\rangle$ and $\delta_j=\phi_j-\tilde\phi_j$. Take $w=\psi$ outside the sphere and
\[
w=\psi-\sum_ja_j\delta_j\quad\text{inside},\qquad \rho=\psi-\sum_ja_j\phi_j=w-\sum_ja_j\tilde\phi_j .
\]
Value and slope of $w$ are continuous, because those of $\delta_j$ vanish at $r_c$. The choice of $a$ gives $\langle\beta_i|\rho\rangle=0$, hence $\langle\chi_j|\rho\rangle=0$, and by duality $\langle\beta_i|w\rangle=a_i$.

Put $b_j=(\varepsilon_j-E)a_j$. Since $(h-E)\psi=0$,
\begin{equation}
(h-E)\rho=-\sum_jb_j\phi_j.\label{hrho}
\end{equation}
The defect $g=(H-ES)w$ vanishes outside. Inside we use $(T+V_{\rm loc}-E)\tilde\phi_j=(\varepsilon_j-E)\tilde\phi_j-\chi_j$ and $D_{ij}-EQ_{ij}=B_{ij}+(\varepsilon_j-E)Q_{ij}$. The terms $\mp\sum_ja_j\chi_j$ cancel, which leaves
\[
g=(T+V_{\rm loc}-E)\rho+\sum_jb_j\Big(\tilde\phi_j+\sum_i\beta_iQ_{ij}\Big).
\]
With $T+V_{\rm loc}=h-U$ and \eqref{hrho},
\begin{equation}
g=-U\rho-\sum_jb_j\zeta_j,\qquad \zeta_j=\delta_j-\sum_i\beta_iQ_{ij}.\label{g}
\end{equation}

The $b_j$ are themselves of first order in $\rho$. Take $f_i=(1-r^2/r_c^2)^2\phi_i$, whose value and slope vanish at $r_c$. Projecting \eqref{hrho} on $f_i$ and moving $h$ to the left by \eqref{green} gives
\[
\sum_jF_{ij}b_j=-\langle(h-E)f_i|\rho\rangle,\qquad F_{ij}=\langle f_i|\phi_j\rangle .
\]
$F$ is positive definite, because $\sum c_iF_{ij}c_j=\int(1-r^2/r_c^2)^2(\sum c_j\phi_j)^2dr>0$ for $c\neq0$. Therefore
\[
|b|\le c_b\|\rho\|,\qquad c_b=\|F^{-1}\|\Big(\sum_i\|(h-E)f_i\|^2\Big)^{1/2},
\]
and \eqref{g} gives $\|g\|\le c_g\|\rho\|$ with $c_g=U_0+c_b(\sum_j\|\zeta_j\|^2)^{1/2}$.

\subsection*{Cancellation of the linear term}

Write $\Phi=\sum a_j\phi_j$, $\tilde\Phi=\sum a_j\tilde\phi_j$, $d=\sum b_j\phi_j$ and $\tilde d=\sum b_j\tilde\phi_j$. With $w=\rho+\tilde\Phi$ and $\langle\beta_i|w\rangle=a_i$,
\[
\langle w|g\rangle=-\langle\rho|U|\rho\rangle-\langle\tilde\Phi|U|\rho\rangle-\langle\rho|d-\tilde d\rangle-\langle\tilde\Phi|d-\tilde d\rangle+a^{T}Qb .
\]
Since $a^TQb=\langle\Phi|d\rangle-\langle\tilde\Phi|\tilde d\rangle$, the last two terms add up to $\langle\Phi-\tilde\Phi|d\rangle$. Here $d=-(h-E)\rho$, and $h$ may be moved to the left because $\Phi-\tilde\Phi$ has zero value and slope at $r_c$. Using $(h-E)\Phi=d$ and $(h-E)\tilde\Phi=\tilde d-\sum a_j\chi_j+U\tilde\Phi$,
\[
\langle\Phi-\tilde\Phi|d\rangle=-\langle d-\tilde d|\rho\rangle-\sum_ja_j\langle\chi_j|\rho\rangle+\langle\tilde\Phi|U|\rho\rangle .
\]
The middle term is zero and the last one cancels the linear term above:
\begin{equation}
\langle w|g\rangle=-\langle\rho|U|\rho\rangle-2\sum_jb_j\langle\rho|\delta_j\rangle.\label{wg}
\end{equation}
Each term is now quadratic in $\rho$. Two ingredients were needed: the augmentation $Q$, and projectors that span the $\chi_j$.

\subsection*{From the defect to the eigenvalue}

Expand $w=\sum_nc_nv_n$ in pseudo eigenstates with $\langle v_m|S|v_n\rangle_{\rm all}=\delta_{mn}$, and let $N=\langle w|S|w\rangle_{\rm all}=\sum c_n^2$. Then $g=\sum_n(\tilde E_n-E)c_nSv_n$, so
\[
\eta^2\equiv\frac{\langle g|S^{-1}|g\rangle}{N}=\frac1N\sum_nc_n^2(\tilde E_n-E)^2 .
\]
A weighted mean is not below its smallest member, so the nearest pseudo level obeys the linear bound $|\tilde E-E|\le\eta$.

The Rayleigh quotient of $w$ is $R=E+\langle w|g\rangle/N$. The variance of the levels about $R$ is $\sigma^2=\eta^2-(R-E)^2\le\eta^2$. Let $\tilde E$ be isolated, with neighbours $E_-<R<E_+$; if no level lies below $\tilde E$, then $\tilde E\le R$ and we put $E_-=-\infty$. No level lies between $\tilde E$ and $E_+$, so
\[
0\le\frac1N\sum_nc_n^2(\tilde E_n-\tilde E)(\tilde E_n-E_+)=\sigma^2+(R-\tilde E)(R-E_+),
\]
which gives $R-\tilde E\le\sigma^2/(E_+-R)$. The same argument with $E_-$ gives $\tilde E-R\le\sigma^2/(R-E_-)$. If $\Gamma$ is the smaller of the two distances, then
\begin{equation}
|\tilde E-E|\le\frac{|\langle w|g\rangle|}{N}+\frac{\eta^2}{\Gamma}\le K\|\rho\|^2,\label{main}
\end{equation}
\[
K=\frac1N\left[U_0+2c_b\Big(\sum_j\|\delta_j\|^2\Big)^{1/2}+\frac{c_g^2}{s\,\Gamma}\right].
\]
This answers (a): the linear bound is true, but the error is of second order. The denominator stays near 1 for a small residual, since expanding the norms of $\psi$ and $w$ gives $N=1-2\langle\rho|\Phi-\tilde\Phi\rangle$, so that $|N-1|\le2\|\rho\|\,\|\Phi-\tilde\Phi\|$. The bound loses its value when $M$ is nearly singular ($M$ does not appear in $K$, but $M^{-1}$ in $P$ can make $\|\rho\|$ large), when $s$ is small, or when a spurious level comes close and $\Gamma$ shrinks. $K$ depends on the pseudopotential, on $E$ and on the environment.

\subsection*{Without augmentation}

Take one projector and set $Q=0$ in the pseudo problem, so that $D=B$ and $S=1$, although the norms of $\phi$ and $\tilde\phi$ differ. The defect becomes $g-\beta Qb$, and $\langle w|g\rangle$ changes by $-aQb$. With $N_0=\langle w|w\rangle_{\rm all}$ and $b=(\varepsilon-E)a$,
\begin{equation}
\tilde E_0-E=\frac{(E-\varepsilon)\,a^2Q}{N_0}+O(\|\rho\|^2).\label{lin}
\end{equation}
To compare with $\rho$, let $u_E$ be the regular solution inside the sphere with $u_E(r_c)=\phi(r_c)$, and $\psi=c\,u_E$. Since $(1-P)\phi=0$,
\[
\rho=c\,(E-\varepsilon)(1-P)\dot\phi+\dots,\qquad \dot\phi=\partial u_E/\partial E\big|_{\varepsilon}.
\]
The coefficient is not zero: $\dot\phi\propto\phi$ would contradict $(h-\varepsilon)\dot\phi=\phi$. So \eqref{lin} is linear in $\|\rho\|$, which answers (b). If $Q=0$ by norm conservation, the linear term is absent.

With two references, $(1-P)u_E$ vanishes at both and carries the factor $(E-\varepsilon_1)(E-\varepsilon_2)$. Near $\varepsilon_1$ the residual is still linear in $E-\varepsilon_1$, and whether it is smaller than with one projector depends on the new $P$; in the test below it is. By \eqref{main} the error remains of second order in it.

\subsection*{Square-well test}

The well has depth 100 eV and radius $r_c=1$ \AA, with $V_{\rm loc}=0$. Each $\tilde\phi_j$ is a combination of $r$, $r^3$ and $r^5$ that matches value and slope and satisfies $\tilde\phi_j''=-2\varepsilon_j\tilde\phi_j$ at $r_c$, so that $\chi_j(r_c)=0$. The first reference is the second $s$ level of the free well, $-6.153$ eV; the second lies 8 eV higher. A hard wall at radius $L$ raises the exact level by $\Delta$: $L=2.83$ \AA\ gives 0.1 eV and $L=1.84$ \AA\ gives 1.6 eV. The pseudopotentials stay fixed.

The table gives $\tilde E-E$ in eV. Subscripts 1 and 2 count projectors; the last column is the single projector without $Q$, which has the residual $\rho_1$.

\begin{center}
\begin{tabular}{cccccc}
\hline
$\Delta$ (eV) & $10^3\|\rho_1\|$ & error$_1$ & $10^3\|\rho_2\|$ & error$_2$ & no $Q$\\
\hline
0.1 & 3.133 & $-7.49\times10^{-5}$ & 0.0817 & $1.75\times10^{-6}$ & $-0.0351$\\
0.2 & 6.317 & $-3.05\times10^{-4}$ & 0.1627 & $6.91\times10^{-6}$ & $-0.0713$\\
0.4 & 12.78 & $-1.25\times10^{-3}$ & 0.3210 & $2.67\times10^{-5}$ & $-0.1460$\\
0.8 & 25.98 & $-5.19\times10^{-3}$ & 0.6190 & $9.82\times10^{-5}$ & $-0.3026$\\
1.6 & 53.00 & $-2.17\times10^{-2}$ & 1.1255 & $3.17\times10^{-4}$ & $-0.6383$\\
\hline
\end{tabular}
\end{center}

The order follows from neighbouring rows. For one projector the first two rows give
\[
\frac{\ln(3.0473/0.74878)}{\ln(6.3169/3.1331)}=2.00 .
\]
The same rows give 1.995 for two projectors and 1.010 without $Q$. In the last case $Q=-0.499$ \AA\ for $\phi(r_c)=1$, so \eqref{lin} predicts a level that is too low. Its leading term at $\Delta=0.1$ eV is $-0.0349$ eV, against the computed $-0.0351$ eV.

At $\Delta=0.8$ eV the bounds for one projector are $\eta=3.18$ eV and, from the first inequality in \eqref{main}, 0.361 eV. The error is $-0.0052$ eV ($-1.9\times10^{-4}$ hartree), about 70 times smaller than the quadratic bound. The split of the error explains most of this:
\[
(R-E)+(\tilde E-R)=0.0920-0.0972=-0.0052\ \text{eV}.
\]
The two parts nearly cancel, while the bound adds their magnitudes. It also allows $0.361-0.092=0.269$ eV for the relaxation $\tilde E-R$, since it divides by the smallest level distance throughout. The second inequality is looser still: here $K=2.7\times10^3$ eV, which gives 1.8 eV. For two projectors, with $\phi_j(r_c)=1$, $K$ as written is $4.4\times10^8$ eV and gives about 170 eV, so it fixes the order but not the size of the error.

For two projectors both parts are positive, $6.19\times10^{-5}+3.63\times10^{-5}=9.82\times10^{-5}$ eV ($3.6\times10^{-6}$ hartree), and the quadratic bound is $3.87\times10^{-4}$ eV. The residual is 42 times smaller than with one projector, but the error is 53 times smaller, not $42^2$ times. The ratio error$/\|\rho\|^2$ has changed from $-7.7$ to 256 eV because the cancellation is gone. Thus $\|\rho\|$ gives the order for one pseudopotential, but two pseudopotentials cannot be ranked by a common constant.

The two-projector problem also has one pseudo level below the one studied. In a valence calculation such a level would be filled first, so a small error in the wanted level does not by itself make this pseudopotential usable.

The numerical check compares \eqref{wg} with the matrix expectation value in a sine basis, and tests both bounds and the three orders.

\section*{Computed results}
\begin{verbatim}
hbar^2/2m = 3.80998 eV angstrom^2
well depth = 100.0 eV, well and sphere radius = 1.0 angstrom
free-well 2s level = first reference = -6.15284 eV
second reference = 1.84716 eV
Q (one projector, phi(RC)=1) = -0.49877 angstrom
one projector, with Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^2 eV
  0.1  2.8334  3.1331e-03  -7.4878e-05  -7.6278
  0.2  2.5712  6.3169e-03  -3.0473e-04  -7.6369
  0.4  2.3157  1.2784e-02  -1.2509e-03  -7.6541
  0.8  2.0702  2.5983e-02  -5.1890e-03  -7.6861
  1.6  1.8389  5.2995e-02  -2.1746e-02  -7.7432
  local orders: 2.002 2.003 2.006 2.010
two projectors, with Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^2 eV
  0.1  2.8334  8.1695e-05  1.7491e-06  262.0671
  0.2  2.5712  1.6268e-04  6.9121e-06  261.1711
  0.4  2.3157  3.2102e-04  2.6742e-05  259.4907
  0.8  2.0702  6.1901e-04  9.8178e-05  256.2195
  1.6  1.8389  1.1255e-03  3.1664e-04  249.9624
  local orders: 1.995 1.991 1.981 1.959
one projector, no Q: shift eV, wall angstrom, ||res||, error eV, error/||res||^1 eV
  0.1  2.8334  3.1331e-03  -3.5124e-02  -11.2104
  0.2  2.5712  6.3169e-03  -7.1289e-02  -11.2855
  0.4  2.3157  1.2784e-02  -1.4596e-01  -11.4174
  0.8  2.0702  2.5983e-02  -3.0262e-01  -11.6470
  1.6  1.8389  5.2995e-02  -6.3830e-01  -12.0446
  local orders: 1.010 1.016 1.028 1.047
no Q, shift 0.1 eV: first-order formula = -3.49146e-02 eV
details at shift 0.8 eV, exact level -5.35284 eV
one projector, with Q: pseudo level = -5.358032 eV
  pseudo levels below it = 0, gap = 37.634 eV
  N = 0.97250, smallest eigenvalue of S = 0.4888
  Rayleigh part = 9.2038e-02 eV, relaxation = -9.7227e-02 eV
  linear bound = 3.1840e+00 eV
  quadratic bound = 3.6142e-01 eV
  a priori constant K = 2.685e+03 eV
  error = -5.1890e-03 eV = -1.9069e-04 hartree
two projectors, with Q: pseudo level = -5.352745 eV
  pseudo levels below it = 1, gap = 23.790 eV
  N = 1.00010, smallest eigenvalue of S = 0.2386
  Rayleigh part = 6.1923e-05 eV, relaxation = 3.6255e-05 eV
  linear bound = 8.7926e-02 eV
  quadratic bound = 3.8690e-04 eV
  a priori constant K = 2.307e+04 eV
  error = 9.8178e-05 eV = 3.6080e-06 hartree
one projector, no Q: error = -3.0262e-01 eV = -1.1121e-02 hartree
\end{verbatim}
